# Subcycling electrons against heavy ions with a time-averaged charge density

## Definitions and conventions

A particle-in-cell simulation follows charged particles and computes their electric field on a grid. Electrons need a short time step because they oscillate at the plasma frequency. Ions are heavier by a factor of thousands or more and can use a longer one. In electron subcycling, one ion step $H$ contains $N$ electron steps of length $h=H/N$.

The model is one-dimensional, periodic, electrostatic and collisionless, with electrons and singly charged ions. Let $n_0$ be the mean density of each species, $T_e$ the electron temperature in energy units, and $m$ and $M$ the electron and ion masses. Length is measured in Debye lengths $\lambda_D=\sqrt{\varepsilon_0T_e/(n_0e^2)}$, time in $1/\omega_{pe}$ with $\omega_{pe}=\sqrt{n_0e^2/(\varepsilon_0m)}$, and density in $n_0$. With $\mu=m/M$ and a suitably scaled field $E$,

$$\frac{dE}{dx}=n_i-n_e,\qquad \dot v_e=-E,\qquad \dot v_i=\mu E .$$

The grid spacing is one Debye length. A particle at distance $d$ from its nearest node, $|d|\le\tfrac12$, gives the left, nearest and right nodes the weights

$$\tfrac12(\tfrac12-d)^2,\qquad \tfrac34-d^2,\qquad \tfrac12(\tfrac12+d)^2 .$$

The same weights interpolate the field back to the particle. The accumulated charge moment is the electron density averaged over the substeps,

$$\langle n_e\rangle=\frac1N\sum_{s=1}^{N}n_e(t_s),$$

where $t_s$ is the instant at which substep $s$ changes the electron velocities.

What stays unchanged when $N$ varies needs care. Total charge is independent of $N$. Ion acceleration at fixed $H$ is not: it converges to a limit, with an error proportional to $1/N^2$ in the cases treated below.

## Charge by hand

Take one electron and two substeps. At the first sample it sits on a node, $d=0$, with weights $(\tfrac18,\tfrac34,\tfrac18)$. At the second it is halfway to the right neighbour, $d=\tfrac12$, with weights $(0,\tfrac12,\tfrac12)$. The average is

$$\left(\tfrac1{16},\ \tfrac58,\ \tfrac5{16}\right),\qquad \tfrac1{16}+\tfrac{10}{16}+\tfrac5{16}=1 .$$

The charge has been spread along the path, but there is still one electron. For any $d$ the outer weights add to $\tfrac14+d^2$, which the central weight $\tfrac34-d^2$ completes to one. The time weights $1/N$ also add to one, so the total is preserved for every $N$.

## Ion acceleration by hand

Let cold electrons be displaced by a small $\xi(x)$ from a uniform ion background. Conservation of electrons gives $n_e=1-\xi'$ to first order, so $E'=\xi'$ and $E=\xi$ for a displacement of zero mean. Electrons accelerate by $-\xi$ and ions by $+\mu\xi$. Each point is therefore a harmonic oscillator of unit frequency. Call its displacement $q$ and its electron velocity $p$.

Hold the ions still and advance the electrons by a half drift, a kick and a half drift:

$$q\to q+\tfrac h2p,\qquad p\to p-hq,\qquad q\to q+\tfrac h2p .$$

Choose $H=2$, $N=4$, $h=\tfrac12$, and start from $q=1$, $p=0$. Each half drift adds $p/4$, and each kick subtracts half the current $q$.

1. The first kick occurs at $q=1$ and gives $p=-\tfrac12$. Two half drifts, one ending this substep and one beginning the next, bring $q$ to $\tfrac34$.
2. The second kick gives $p=-\tfrac12-\tfrac38=-\tfrac78$, and then $q=\tfrac34-\tfrac7{16}=\tfrac5{16}$.
3. The third gives $p=-\tfrac78-\tfrac5{32}=-\tfrac{33}{32}$, and then $q=\tfrac5{16}-\tfrac{33}{64}=-\tfrac{13}{64}$.
4. The fourth gives $p=-\tfrac{33}{32}+\tfrac{13}{128}=-\tfrac{119}{128}$. The last half drift ends at $q=-\tfrac{13}{64}-\tfrac{119}{512}=-\tfrac{223}{512}$.

The average displacement at the kicks is

$$\frac14\left(1+\frac34+\frac5{16}-\frac{13}{64}\right)=\frac{119}{256}\approx0.465 ,$$

so the mean ion acceleration is $0.465\,\mu$. Multiplied by $H=2$, this is an ion velocity gain of $\tfrac{119}{128}\mu$. Since the ion mass is $1/\mu$ electron masses, the ion gains momentum $\tfrac{119}{128}$, which is what the electron lost.

An ion kicked with the final electron position alone would have the acceleration $-\tfrac{223}{512}\mu\approx-0.436\,\mu$, which has the wrong sign. The ion responds to the whole force history during $H$, and one snapshot does not represent it.

## The same oscillator for any N

On the grid the frequency is $\omega$, slightly below one. The weighting function is the convolution of three unit boxes, so deposition and interpolation each multiply a wave of wavenumber $k$ by $[\sin(k/2)/(k/2)]^3$. The field equation is solved by Fourier transform, exactly for each wave, so the product of these two factors is $\omega^2$. For one wavelength in 64 cells, $\omega=0.9988$.

With the kick $p\to p-\omega^2hq$, combining the three operations gives

$$\begin{pmatrix}q\\p\end{pmatrix}\to
\begin{pmatrix}1-\frac{\omega^2h^2}{2}&h\left(1-\frac{\omega^2h^2}{4}\right)\\-\omega^2h&1-\frac{\omega^2h^2}{2}\end{pmatrix}\begin{pmatrix}q\\p\end{pmatrix}.$$

Define $\cos\varphi=1-\omega^2h^2/2$, which needs $\omega h<2$ for a stable oscillation. Then

$$\sin\varphi=\sqrt{1-\cos^2\varphi}=\omega h\sqrt{1-\omega^2h^2/4}.$$

With $\tilde\omega=\omega/\sqrt{1-\omega^2h^2/4}$, the lower-left entry is $-\tilde\omega\sin\varphi$ and the upper-right entry is $\sin\varphi/\tilde\omega$. In the variables $(q,p/\tilde\omega)$ the matrix is a rotation by $\varphi$, so $N$ substeps rotate by $N\varphi$. Starting from $q=A$, $p=0$, the electron ends with $p=-\tilde\omega A\sin N\varphi$. The ion impulse is opposite, hence

$$a_N=\frac{\mu\tilde\omega A}{H}\sin N\varphi .$$

To find the dependence on $N$, put $\theta=\omega H$, so $\omega h=\theta/N$. From $1-\cos\varphi=2\sin^2(\varphi/2)$ follows $\varphi=2\arcsin(\omega h/2)$. For small $\omega h$,

$$\tilde\omega\approx\omega\left(1+\frac{\theta^2}{8N^2}\right),\qquad N\varphi\approx\theta+\frac{\theta^3}{24N^2}.$$

Inserting both and keeping terms of order $1/N^2$ gives

$$a_N-a_\infty\approx\frac{\mu\omega A}{H}\frac{\theta^2}{N^2}\left(\frac{\sin\theta}{8}+\frac{\theta\cos\theta}{24}\right),\qquad a_\infty=\frac{\mu\omega A\sin\theta}{H}.$$

A particle calculation with 16,384 particles per species, $A=10^{-3}$ and $H=2$ gives $a_N/(\mu A)=0.46480$, $0.45709$, $0.45522$ and $0.45476$ for $N=4,8,16,32$. The limit is $0.45460$. At $N=32$ the excess is $1.545\times10^{-4}$, and the leading formula gives $1.544\times10^{-4}$.

Now let $H$ be one full oscillation, $\theta=2\pi$. The true mean force vanishes. With $N=64$ the averaged density gives $0.0004$ in the same units, while the final snapshot gives $0.998$. From one ion step to the next, the snapshot catches the wave at nearly the same phase, so it mistakes an oscillating force for a steady one.

## The method in general

One ion step consists of these operations.

1. Move the ions by $\tfrac H2v_i$ and deposit their density $n_i$ once.
2. Clear the accumulator. Repeat $N$ times: move electrons by $\tfrac h2v_e$; deposit $n_e$ and add $n_e/N$ to the accumulator; solve for $E[n_i-n_e]$; change $v_e$ by $-hE$; move electrons by $\tfrac h2v_e$.
3. Solve once for $E[n_i-\langle n_e\rangle]$ and change $v_i$ by $\mu HE$.
4. Move the ions by $\tfrac H2v_i$.

**The single ion kick loses nothing relative to $N$ separate kicks.** Poisson's equation and interpolation at fixed ion positions are linear. Therefore

$$\sum_{s=1}^{N}h\mu E[n_i-n_e(t_s)]=\mu E\left[Hn_i-h\sum_sn_e(t_s)\right]=\mu H\,E[n_i-\langle n_e\rangle].$$

Changing the ion velocities during the substeps would not affect the electrons, because the electrons feel ion positions and these are held. The argument fails if ions move between substeps, or if the accumulator is sampled at times other than the kicks.

**Momentum is conserved.** Write the grid field as $E_g=\sum_{g'}K_{g-g'}\rho_{g'}$ with $\rho=n_i-n_e$. Reversing the axis reverses the field, so the kernel is odd: $K_{-j}=-K_j$. Because deposition and interpolation share their weights, the summed force on a species is proportional to $\sum_g(\pm n_g)E_g$. At each substep the total force on both species is proportional to

$$\sum_g\rho_gE_g=\sum_{g,g'}\rho_gK_{g-g'}\rho_{g'}=0,$$

since exchanging $g$ and $g'$ reverses the sign of the sum. The deferred ion kick equals the sum of the separate ones, so it inherits this balance.

For comparison, take random positions, electron velocities from a unit Gaussian, resting ions, $H=2$ and $N=16$. The averaged density leaves a momentum mismatch at the rounding level, $3\times10^{-15}$ of the electron impulse. In this random draw the snapshot leaves a mismatch of 1.56 times that impulse. The factor varies widely between draws, because the net electron impulse is itself a random remainder.

**Absorbing walls need the same average.** At every sample the electrons in the gap plus those collected by the walls equal the initial number, so $\langle N_{\rm gap}\rangle+\langle N_{\rm wall}\rangle=N_0$. Combining $\langle N_{\rm gap}\rangle$ with the wall charge at the end of the step counts twice those electrons that were still in the gap at some samples and had been absorbed by the end.

Consider field-free Maxwellian electrons in a slab 64 Debye lengths wide, with density 1.2 at both walls and $H=2$. The flux to each wall is $1.2/\sqrt{2\pi}$, so a fraction $2(1.2)(0.399)(2)/64=0.030$ is lost per ion step. Arriving steadily, these electrons spend on average half the step in the gap, so the double count is about $0.015$. Following the particles gives $0.0152$ of the total electron charge. The exact integral over the Maxwellian gives $0.0149$, and the difference comes from the finite loading. If the plasma starts neutral and there is no field behind the walls, Gauss's law requires the charges of gap and walls to add to zero, and the double count violates this.

## A limit that small substeps do not remove

Let the ions of the cold wave move. Use $r=x_e-x_i$ and zero total momentum, so that $v_i=-\mu p$. An ion half drift changes $r$ by $-\tfrac H2v_i=+\tfrac{\mu H}{2}p$. One ion step is thus the product $DRD$, with

$$D=\begin{pmatrix}1&\frac{\mu H}{2}\\0&1\end{pmatrix},\qquad
R=\begin{pmatrix}\cos N\varphi&\frac{\sin N\varphi}{\tilde\omega}\\-\tilde\omega\sin N\varphi&\cos N\varphi\end{pmatrix}.$$

Multiplication shows that both diagonal entries of $DRD$ equal

$$C=\cos N\varphi-a\sin N\varphi,\qquad a=\frac{\mu H\tilde\omega}{2}.$$

The determinant is one. The matrix therefore satisfies $B^2=2CB-1$ with $B=DRD$, and the displacement obeys $r_{n+1}=2Cr_n-r_{n-1}$. From rest, $r_1=Cr_0$. If $|C|\le1$, write $C=\cos\Theta$; then $r_n=r_0\cos n\Theta$ is bounded. If $|C|>1$ it grows.

With $\delta=\arctan a$, $C=\sqrt{1+a^2}\cos(N\varphi+\delta)$. Its magnitude exceeds one for $N\varphi$ between $j\pi-2\delta$ and $j\pi$, with $j=1,2,\dots$. At the centre, $|C|=\sqrt{1+a^2}=\cosh g$ with $\sinh g=a$, so

$$r_n=(-1)^{jn}r_0\cosh(ng).$$

For small $a$ the growth rate is $g/H\approx\mu\tilde\omega/2$. Making $h$ smaller does not close the window, because $a$ tends to $\mu\theta/2$, not to zero. Heavy ions make it narrow and slow.

A light ion makes it visible. With $\mu=0.05$, $N=20$ and $H=3.066$, the centre of the first window, $a=0.0768$ and $g=0.0767$. After 30 ion steps the formula gives $\cosh(2.301)=5.04$, and the particle calculation also gives 5.04. With $H$ reduced by ten percent and the other settings fixed, the amplitude stays below its initial value at all 30 steps.

## Argon discharge plasma

Take rough values for a low-pressure argon etching plasma: $n_0=10^{16}\ \mathrm{m^{-3}}$, $T_e=3$ eV and an ion temperature of 0.05 eV. Then $\lambda_D=0.129$ mm, $1/\mu=7.28\times10^4$, and $H=2$ means 0.355 ns.

Both species start with density $n=1+0.2\cos kx$, one wavelength in 64 Debye lengths, and Maxwellian velocities. They are loaded in a regular pattern to suppress sampling noise. In static equilibrium, electron pressure balances the field: $-nE-dn/dx=0$. This gives the ambipolar field $E=-d\ln n/dx$ and a root-mean-square ion acceleration of $7.85\times10^8\ \mathrm{m/s^2}$.

The initial charge density is zero, however, so the field must first build up. Treating the pressure as a constant push on an oscillator of unit frequency gives $E(t)=(1-\cos t)$ times the ambipolar field. Its mean over the first ion step is $1-\sin H/H=0.545$ times that field.

The particle calculation gives the following results at fixed $H$. The ratio is the least-squares coefficient of the ion acceleration against its ambipolar value.

| $N$ | rms acceleration ($10^8$ m/s²) | ratio |
|---|---|---|
| 4 | 4.1999 | 0.53372 |
| 8 | 4.1746 | 0.53057 |
| 16 | 4.1682 | 0.52978 |
| 32 | 4.1667 | 0.52959 |
| 64 | 4.1663 | 0.52954 |

Successive changes in the ratio shrink by factors of 4.00 to within 0.01, the mark of a $1/N^2$ error. Even $N=4$ lies only 0.8 percent above $N=64$. The relative error of the total electron charge is at most $1.1\times10^{-16}$, which is rounding. The oscillator estimate is 3 percent high. About half of this comes from thermal motion and the finite density modulation, which the estimate leaves out. The rest is numerical, mostly from the finite particle loading and a little from the grid. The continuum Vlasov–Poisson values are a ratio of 0.537 and an rms acceleration of $4.23\times10^8\ \mathrm{m/s^2}$. At $N=16$, reversing all loaded electron velocities moves the ratio from 0.530 to 0.544, and 16 times as many particles give 0.536. The table therefore shows convergence in $N$, while only about two digits are physical. A final snapshot gives a ratio of 1.38, about 2.6 times the averaged result.

A second comparison fixes $h=0.1$ and lengthens the ion step. Over 10.6 ns, or 60 time units, the mean acceleration is 0.974 of the ambipolar value for $N=1$, 5 and 20. Relative to $N=1$, the rms change over the ions is $4\times10^{-7}$ for $N=5$ and $2\times10^{-5}$ for $N=20$. The ions hardly move while they are held.

Part of the shortfall from one is expected. Incomplete neutrality reduces the static field: for small modulation $\epsilon$, the electron density perturbation equals the scaled potential $\phi$, so $k^2\phi=\epsilon-\phi$ and the field is reduced by $1/(1+k^2)=0.990$. Most of the rest is the unfinished oscillation. The oscillator estimate $-\sin60/60=+0.005$ gives neither its sign nor its size, because thermal motion and the density modulation shift the frequency, and after about ten periods the phase is no longer the estimated one. The continuum Vlasov–Poisson mean is 0.978, 0.996, 0.975 and 0.998 for averaging times 54, 57, 60 and 63, a swing of about $\pm0.01$ around 0.987.

With equal particle numbers, the number of particle pushes falls to $\tfrac12(1+1/N)$ of the unsubcycled number, or 0.525 for $N=20$. Subcycling the electrons can at best halve this count.

## Where a real discharge differs

For gas at 10 mTorr and 300 K and a rough electron cross section of $10^{-19}\ \mathrm{m^2}$, an electron collides 0.013 times per ion step. Treated as friction on the oscillator, these collisions lower the first-step acceleration by about 0.3 percent. Over 10.6 ns the number is 0.4, so the long run is not a prediction for this gas. A 13.56 MHz drive advances by 0.03 rad per ion step.

Real reactors also have walls and sheaths, which the periodic model omits. For a 5 cm gap, an ion flux of roughly $0.6\,n_0\sqrt{T_e/M}$ to each wall removes about $2\times10^{-5}$ of the plasma per ion step. The factor 0.6 is the collisionless value. With an ion mean free path of a few millimetres at this pressure, the flux is roughly half as large. That is negligible for one kick but not for a whole discharge. In a sheath, a 100 eV electron crosses 0.8 cell per substep at $N=20$, while a 100 eV ion moves 0.06 cell in a whole ion step. If no particle is to cross more than one cell per step, this rule restricts $h$ through the fast electrons long before it restricts $H$ through the ions.

For cold argon waves at the centre of a resonance, the growth time is 26 µs, or about 350 drive periods. Electron friction at the collision frequency $\nu=3.7\times10^7\ \mathrm{s^{-1}}$ damps a plasma oscillation at $\nu/2$, far above the growth rate of $3.9\times10^4\ \mathrm{s^{-1}}$, so growth is not expected at this pressure. In a nearly collisionless model with many substeps the cold-wave condition is $\omega_{pe}H<\pi$, with a small margin. For few substeps the limit is lower, $\omega_{pe}H<2N\sin(\pi/2N)$, which is 2.83 for $N=2$ and 3.06 for $N=4$. Since $\omega_{pe}\propto\sqrt{n}$, an ion step with $\omega_{pe}H=2$ at $n_0$ reaches $\pi$ where the density is $(\pi/2)^2\approx2.5$ times larger. The densest part of the plasma, not its mean, should set $H$.

Warm waves have higher frequencies and can meet the resonance even at $H=2$. Solving the linear kinetic dispersion relation of a Maxwellian plasma numerically for a wave with $\omega=\pi/H$ gives $k\lambda_D=0.62$ and a Landau damping rate of $1.6\times10^9\ \mathrm{s^{-1}}$. This again far exceeds the resonant growth rate. Longer waves are not protected in this way: their Landau damping falls below the cold growth rate for $k\lambda_D<0.18$, where $\omega$ reaches $1.05\,\omega_{pe}$. Taking the cold growth rate as a guide, a warm collisionless argon model can meet the resonance from $\omega_{pe}H\approx2.98$, about 5 percent below $\pi$.
